# Filling, drying and hysteresis of a slit pore in lattice-gas DFT

## What dimensions and symmetry fix

Let a fluid live on a simple cubic lattice, each site empty or singly occupied. Occupied nearest neighbours attract with energy $\varepsilon$. The fluid fills a slit of $H\ge 2$ layers between two flat walls, and a particle in either outer layer gains an energy $w\varepsilon$ from its wall. A vapour reservoir sets the chemical potential $\mu\varepsilon$ and the thermal energy $kT=t\varepsilon$. The only energy scale is $\varepsilon$, so the hysteresis width must have the form

$$\Delta\mu_{\rm hyst}=\varepsilon\,W(t,w,H).$$

Energies below are in units of $\varepsilon$ and lengths in lattice spacings unless units are given.

To go further we need the functional. In mean field the sites are treated as statistically independent, with mean occupancy $r_z$ in layer $z$. The mean of a product of two occupancies is then the product of their means. Each site has four neighbours in its own layer, and each bond is shared by two sites, so a layer contributes $-2r_z^2$ per lateral site. Adjacent layers contribute $-r_zr_{z+1}$. With the entropy of independent sites, the grand potential per lateral site is

$$\Omega=t\sum_z\big[r_z\ln r_z+(1-r_z)\ln(1-r_z)\big]-\tfrac12\,r\!\cdot\!Jr-\sum_z f_zr_z .$$

Here $J$ has 4 on its diagonal and 1 between adjacent layers, and $f_z=\mu+w_z$, with $w_z=w$ in the outer layers and zero elsewhere.

Now exchange particles and holes, $r=1-s$. The entropy is unchanged. The remaining terms become

$$-\tfrac12 s\!\cdot\!Js+s\!\cdot\!(J1+f)+\text{const},$$

where $1$ is the vector of ones. This is the original functional with the new field $f'=-f-J1$. The row sums of $J$ are 6 inside and 5 at a wall. Inside, $\mu'=-\mu-6$. At a wall, $\mu'+w'=-\mu-w-5$, hence $w'=1-w$. Therefore

$$\mu+3\to-(\mu+3),\qquad w-\tfrac12\to-(w-\tfrac12),$$

while filling and drying change places. So $W(t,w,H)=W(t,1-w,H)$, and the equilibrium transition obeys $\mu_{\rm eq}(w)+3=-[\mu_{\rm eq}(1-w)+3]$. At the neutral wall $w=\tfrac12$ it lies at $\mu_{\rm eq}=-3$ for every $H$. The same exchange without walls puts bulk saturation at $\mu_{\rm sat}=-3$. What symmetry leaves open is the function $W$, and that has to be computed.

## Two layers by hand

For $H=2$ take equal densities $r$ in the two layers. Each site then feels $4r+r=5r$, and with $h=\mu+w$,

$$\tfrac12\Omega=t[r\ln r+(1-r)\ln(1-r)]-\tfrac52r^2-hr .$$

Setting the derivative to zero gives

$$h(r)=t\ln\frac{r}{1-r}-5r,\qquad \frac{dh}{dr}=\frac{t}{r(1-r)}-5 .$$

Since $r(1-r)\le\tfrac14$, the slope is never negative for $t\ge\tfrac54$, and there is no hysteresis. For $t<\tfrac54$ the curve is S-shaped, with turning points at $r(1-r)=t/5$.

Choose $t=0.8$. Then $r(1-r)=0.16$, so the turning points are $r=0.2$ and $r=0.8$:

$$h_{\rm fill}=0.8\ln\tfrac14-1\approx-2.109,\qquad h_{\rm dry}=0.8\ln4-4\approx-2.891 .$$

If $h$ is raised slowly from a dilute start, the low-density solution survives up to $h_{\rm fill}$. If it is lowered from a dense start, the high-density solution survives down to $h_{\rm dry}$. The width is $3-1.6\ln4\approx0.78$.

The equilibrium transition lies between. At $h=-\tfrac52$ the last two terms of $\tfrac12\Omega$ combine to $\tfrac52r(1-r)$, which is unchanged by $r\to1-r$. The dilute and dense solutions then have equal $\Omega$.

The solutions can be found by iterating $r\leftarrow1/(1+e^{-(h+5r)/t})$. At $h=-2.5$, starting from $r=0$, the first steps give $0.042$, $0.054$, $0.058$, and the values rise towards about $0.060$. From $r=1$ they fall, by symmetry, towards about $0.940$.

For general $t$ write the turning points as $r=(1\pm s)/2$ with $s^2=1-4t/5$. Subtracting the two values of $h$ gives

$$W=5s-2t\ln\frac{1+s}{1-s}.$$

Near closure, $t=\tfrac54(1-s^2)$ and $\ln\frac{1+s}{1-s}=2s+\tfrac23s^3+\dots$, so

$$W=5s-5s(1-s^2)(1+\tfrac13s^2)+\dots=\tfrac{10}{3}s^3+\dots$$

To leading order the width thus vanishes as the $3/2$ power of the distance to the critical temperature. For two layers $w$ merely shifts $\mu$. With more layers it also changes the shape of the profile.

## The iteration for any number of layers

Stationarity of $\Omega$ gives $t\ln[r_z/(1-r_z)]=f_z+(Jr)_z$, or

$$r_z=F_z(r)=\frac{1}{1+\exp\{-[\mu+w_z+(Jr)_z]/t\}} .$$

**The two starts give the extreme solutions.** No entry of $J$ is negative, so raising any density lowers no component of $F$: if $r\le r'$ in every layer, then $F(r)\le F(r')$. From the empty slit, $0\le F(0)$. Applying $F$ repeatedly gives $F(0)\le F(F(0))$ and so on, a rising sequence bounded by 1, which converges to a solution. Any other solution $r^*$ satisfies $0\le r^*$, and applying $F$ repeatedly to both sides keeps the iterates below $r^*$. The limit is therefore the lowest solution. The same argument from the full slit gives the highest.

**They are the branches of a slow scan.** Let $r$ be the lowest solution at $\mu$, and raise the potential to $\mu'$. Now $r=F_\mu(r)\le F_{\mu'}(r)$, so the iterates started from $r$ rise. They stay below the lowest solution at $\mu'$, because $r$ itself does: the iterates from the empty slit are ordered in $\mu$. Hence they reach exactly that solution. Filling follows the lowest solution and drying the highest, whatever the step of the scan.

**No step raises $\Omega$.** Write $\Omega=G(r)-\tfrac12r\cdot Jr$, where $G$ holds the entropy and field terms and is convex. The new profile $r'=F(r)$ minimises $G(x)-x\cdot Jr$ over $x$, so

$$G(r')-r'\!\cdot\!Jr\le G(r)-r\!\cdot\!Jr .$$

The eigenvalues of $J$ are $4+2\cos[k\pi/(H+1)]$ with $k=1,\dots,H$. All are positive, so

$$\tfrac12r'\!\cdot\!Jr'\ge\tfrac12r\!\cdot\!Jr+(r'-r)\!\cdot\!Jr .$$

Subtracting the second relation from the first gives $\Omega(r')\le\Omega(r)$.

**Lateral freedom does not move the ends.** Suppose densities may also vary along the walls of an endless slit. Iteration from a uniform start stays uniform, so the extreme solutions are the same. Their stability agrees: a lateral wave $(q_x,q_y)$ replaces the 4 in $J$ by $2\cos q_x+2\cos q_y$. This adds $4-2\cos q_x-2\cos q_y\ge0$ to every eigenvalue of the second derivative of $\Omega$. The softest disturbance is the uniform one.

## Locating the ends and the transition

The end of the filling branch, $\mu_{\rm fill}$, is found by bisection. At a trial $\mu$, iterate from the empty slit and ask whether the mean density has passed one half. The drying end $\mu_{\rm dry}$ follows in the same way from the full slit. The criterion assumes one jump per branch, and that the jump carries the mean density across one half. Strong walls break the second condition: for four layers at $t=1.0465$ and $w=2$ the outer layers fill smoothly past a mean of one half, the rule returns $W=0$, and the true jumps lie near $\mu=-3.32$ and $-3.56$. The threshold must then be placed inside the jump. If layers fill in separate jumps, each jump must be followed on its own.

The stopping rule needs care just beyond an end. If $u$ is the displacement along the soft mode and $\delta$ the distance past the end, then to leading order one step changes $u$ by $a\delta+bu^2$, with $a,b>0$. The passage takes about

$$\int_{-\infty}^{\infty}\frac{du}{a\delta+bu^2}=\frac{\pi}{\sqrt{ab\,\delta}}$$

steps, and the smallest change is $a\delta$. A convergence threshold above $a\delta$ would mistake this slow passage for a solution.

Along a branch $\Omega$ is stationary in $r$, so its slope comes from the explicit $\mu$ alone: $d\Omega/d\mu=-N$, with $N=\sum_zr_z$. The difference $D(\mu)=\Omega_{\rm liq}-\Omega_{\rm vap}$ then obeys

$$\frac{dD}{d\mu}=-(N_{\rm liq}-N_{\rm vap})<0 ,$$

so it has at most one zero. With one jump per branch it does have one. Just above $\mu_{\rm fill}$ the iteration carries the old vapour profile to the liquid one without raising $\Omega$, so $D\le0$ there by continuity. Likewise $D\ge0$ at $\mu_{\rm dry}$. A bracketing root search finds $\mu_{\rm eq}$.

The whole calculation is:

1. Bisect from the empty and full starts to find $\mu_{\rm fill}$ and $\mu_{\rm dry}$.
2. Between them, converge both profiles at each trial $\mu$ and evaluate $D$.
3. Solve $D(\mu_{\rm eq})=0$ and report $W=\mu_{\rm fill}-\mu_{\rm dry}$.

An equal-area construction gives an independent check. Hold $N$ fixed and follow stationary, mirror-symmetric profiles from vapour to liquid through the unstable states. With $A=\Omega+\mu N$, $dA/dN=\mu$ along this path. At $\mu_{\rm eq}$ the two values of $\Omega$ are equal, hence

$$\int_{N_{\rm vap}}^{N_{\rm liq}}\mu\,dN=\mu_{\rm eq}(N_{\rm liq}-N_{\rm vap}),$$

and the loop $\mu(N)$ encloses equal areas above and below $\mu_{\rm eq}$. For the four-layer slit below, $N$ rises steadily along the path and the loop has just two turning points, which are the branch ends. In wider slits the path folds more often and $N$ can turn back: eight layers at $t=1.0465$ and $w=0.7$ give six folds. The integral must then be taken along the path, and with one jump per branch the ends are its first and last folds.

## Butadiene in a 2 nm slit

Butadiene is a small nonpolar molecule, and nearest-neighbour attraction serves here as a crude caricature of it; the last section shows how crude. Rough inputs are a critical temperature of 430 K, a molecular spacing of 0.5 nm and a saturation pressure of 2200 Torr at 300 K. In the mean-field bulk each site has six neighbours, and the slope condition used above becomes $4t_c=6$. Thus $\varepsilon=k(430\ \mathrm K)/1.5=24.70$ meV, and at 300 K $t=1.5\times300/430=1.0465$. Four layers make 2.0 nm. The wall attraction $w=0.9$ (22.2 meV) is a choice, not a measured value.

Treating the real vapour as ideal, $p/p_{\rm sat}=e^{(\mu+3)/t}$. The mean densities on the two branches are:

| $p/p_{\rm sat}$ | filling | drying |
|---|---|---|
| 0.60 | 0.081 | 0.081 |
| 0.70 | 0.103 | 0.814 |
| 0.80 | 0.134 | 0.873 |
| 0.90 | 0.184 | 0.898 |
| 1.00 | 0.915 | 0.915 |

The branch ends and the transition are:

| | $\mu$ | $p/p_{\rm sat}$ | Torr |
|---|---|---|---|
| filling ends | −3.0497 | 0.954 | 2098 |
| equilibrium | −3.1834 | 0.839 | 1846 |
| drying ends | −3.4008 | 0.682 | 1500 |

The width is $W=3.4008-3.0497=0.3511$, or $0.3511\times24.70=8.67$ meV. In pressure it is about 600 Torr. The real vapour is not quite ideal near 3 bar: a second-virial correction (compressibility factor about 0.93 at saturation) would move the three pressures to about 2090, 1820 and 1460 Torr and the width to about 630 Torr.

At equilibrium the vapour profile is $(0.2202,0.0792,0.0792,0.2202)$. Its outer layer can be checked by hand:

$$-3.1834+0.9+4(0.2202)+0.0792=-1.3234,\qquad \frac{1}{1+e^{1.3234/1.0465}}=0.220 .$$

The liquid profile is nearly flat, between 0.883 and 0.886. Both have $\Omega=-0.4331$. In the equal-area test the net area is $10^{-11}$, against 0.169 for the upper lobe alone, and the loop's extrema reproduce both branch ends to the digits shown.

The filling end lies 0.134 above equilibrium and the drying end 0.217 below it. Particle-hole symmetry makes these distances equal at $w=\tfrac12$, but not at $w=0.9$.

## Two limits

**Closure of the loop.** The second derivative of $\Omega$ is the diagonal matrix $t/[r_z(1-r_z)]$ minus $J$. The diagonal entries are at least $4t$, so $\Omega$ is convex and has a single solution whenever

$$t>t_p=\tfrac14\Big[4+2\cos\frac{\pi}{H+1}\Big].$$

Above $t_p$ there is no hysteresis for any $w$. For neutral walls at $\mu=-3$, $r_z=\tfrac12$ is always a solution. It becomes unstable below $t_p$, so there $t_p$ is the pore critical point itself. The formula gives $\tfrac54$ for two layers, as found by hand, and $\tfrac32$ for $H\to\infty$. For four layers it corresponds to 403 K. With other walls this value is an upper bound on the closing temperature.

**Wide slits.** At saturation, bulk liquid and vapour have equal pressure, so in a wide slit $D(\mu_{\rm sat})$ contains just the difference of the wall tensions. Expanding to first order, $0=D(\mu_{\rm sat})-(N_{\rm liq}-N_{\rm vap})(\mu_{\rm eq}-\mu_{\rm sat})$. If the wall layers are thin compared with $H$, then $N_{\rm liq}-N_{\rm vap}\approx H\Delta\rho$, with $\Delta\rho$ the difference of bulk densities, and

$$\mu_{\rm eq}-\mu_{\rm sat}\approx\frac{D(\mu_{\rm sat})}{H\Delta\rho},$$

which is the Kelvin shift. At the same temperature but with weaker walls, $w=0.7$, and $D(\mu_{\rm sat})$ taken from a 40-layer slit, the computed shift divided by this estimate is 1.114, 1.057 and 1.014 for 4, 8 and 32 layers. The excess over 1 falls roughly as $1/H$. That is the form expected when adsorption at the walls changes $N_{\rm liq}-N_{\rm vap}$ by an amount independent of $H$. With $w=0.7$ the 32-layer slit fills and dries in one jump each. At $w=0.9$, slits of 16 and 32 layers fill in two jumps, the wall layers near $\mu=-3.04$ and the interior near $-2.98$, so the one-jump criterion does not apply to them.

## What shrinks the loop

**Open ends.** The branches above belong to a slit without mouths. Take instead a slit 15 nm long whose ends touch sites held at the density that the bulk vapour has at $\mu_{\rm eq}$. With $\mu$ resolved to 0.001, it fills at $-3.049$, close to the endless slit, but dries at $-3.186$, next to equilibrium and far from $-3.401$. Menisci exist at the mouths of a full slit and can recede once vapour is favoured by enough to free them from the lattice. A straight edge stays pinned within about 0.002 of $\mu_{\rm eq}$, the size of the offset found here. An empty slit has no such interface. The loop shrinks from about 600 to about 260 Torr.

**Nucleation.** Fluctuations can cross the barrier before a branch ends. A disc of the new phase with radius $R$ spanning the slit costs

$$\Delta\Omega(R)=2\pi R\tau-\pi R^2|D| ,$$

where $\tau$ is the energy per length of its edge. The derivative vanishes at $R^*=\tau/|D|$, and the barrier is $\pi\tau^2/|D|$. For a straight edge along a lattice direction the functional gives $\tau=0.600$ at $\mu_{\rm eq}$, taken here as the same in all directions.

Consider 1 µm² of slit held for 1 s, with a round attempt rate of $10^{12}$ per second and site. There are $10^6/0.25=4\times10^6$ lateral sites, so one event is expected at a barrier of $\ln(4\times10^{18})=42.8$ in units of $kT$. Then

$$|D|=\frac{\pi(0.600)^2}{42.8\times1.0465}\approx0.025,\qquad R^*\approx24\ \text{sites}=12\ \text{nm}.$$

The disc is much wider than the slit, as the estimate requires. Since $N_{\rm liq}-N_{\rm vap}=2.94$, the transition occurs about $0.025/2.94\approx0.009$ from equilibrium on either side. The full calculation gives a thermal width of 0.42 meV, or about 30 Torr, which is 5 % of the mean-field width. The area and the time enter through a logarithm: a thousandfold longer wait raises the budget by 6.9 and narrows the loop by about 14 %, and an attempt rate equal to the arrival rate from the vapour, about $1.3\times10^9$ per second and site, widens it by about 18 %. For this slit the 600 Torr is therefore the limit of metastability in mean field, not a forecast of a measured loop. Nor is the 30 Torr a forecast: it rests on the mean-field $\tau$ and scales as $\tau^2$.

## Beside the real material

The energy scale was set by the rough critical temperature, but the absolute pressure is poor: the lattice gas saturates at about 17 000 Torr, nearly eight times the rough real value. For that reason only relative vapour pressures were carried over. These are not reliable for the real fluid either. The model's surface tension is 3.8 mN/m and its heat of vaporisation 8 kJ/mol, against roughly 13 mN/m and 21 kJ/mol for butadiene at 300 K. With the real tension and a fully wetted wall, the macroscopic Kelvin equation for 2 nm gives $p/p_{\rm sat}\approx0.63$ and a pull near 13 MPa. An edge energy larger in the same ratio would make the thermal loop about twelve times wider by the disc formula. The critical radius would then fall to about 7 sites, no longer much wider than the slit, so the factor is only indicative. The lattice gas's own vapour law would give 0.81 instead of 0.84 for $p/p_{\rm sat}$ at equilibrium.

Correlations between neighbours matter too. In the Bethe approximation a disturbance passes to five further neighbours, weakened each time by $\tanh(\varepsilon/4kT)$, and order sets in when $5\tanh(\varepsilon/4kT)=1$. With $\varepsilon$ unchanged this lowers the bulk critical temperature from 430 to 354 K, so that 300 K lies at 0.85 of it instead of 0.70. For four layers with neutral walls the same argument lowers the critical temperature from 403 to 324 K. Monte Carlo sampling of the lattice gas puts it lower still, between about 270 and 290 K, and at $w=0.9$ and 300 K it gives one smooth isotherm from empty and full starts. With this $\varepsilon$ the transition, the loop and $\tau$ therefore do not survive full correlations. At $w=0.9$ and 300 K the Bethe approximation keeps a loop only about 0.03 wide, less than a tenth of the mean-field width. A treatment with correlations must refit $\varepsilon$ to the critical temperature. The exact critical point of the lattice gas gives $t\approx0.79$ (the Bethe one gives 0.86), and at $t\approx0.79$ Monte Carlo runs from empty and full starts again show two branches. Long-range dispersion forces, molecular shape and wall roughness are left out, and their effect is not estimated here.

Rigid walls are a further assumption. At equilibrium the bulk liquid at the same $\mu$ has a pressure 4.8 MPa below that of the vapour, which pulls the walls together. Each bulk pressure changes with $\mu$ at a rate equal to the density, so this difference is nearly $\Delta\rho\,(\mu_{\rm sat}-\mu_{\rm eq})\,\varepsilon$ per site volume, and the poor saturation pressure enters only through the vapour density in $\Delta\rho$. That density is 0.085 per site against about 0.01 for the real vapour, which at the same $\mu$ would raise the pull to about 5.2 MPa. Take this as a uniform load $P$ on a cantilever of height $h$, thickness $b$ and modulus $E$, with vapour on its outer face. The bending moment at height $x$ is $P(h-x)^2/2$ per unit length of wall, and the second moment of area is $b^3/12$. The curvature at $x$ is the moment divided by $Eb^3/12$. The small angle it adds over $dx$ shifts the tip by that angle times the remaining height $h-x$, so the tip moves by

$$\int_0^h\frac{P(h-x)^3}{2E\,b^3/12}\,dx=\frac{3Ph^4}{2Eb^3}.$$

For chosen values $h=50$ nm, $b=10$ nm and $E=150$ GPa this is 0.30 nm, or 15 % of the gap; two such walls facing each other would close 30 %. The direct dispersion attraction between the walls is not in this load, and it grows as the gap closes. For a chosen Hamaker constant of $10^{-19}$ J it adds 0.66 MPa at 2 nm and raises the closure to about 42 %, and at twice that value the walls collapse. A long wall bends as a plate, with $E/(1-\nu^2)$ in place of $E$. For a Poisson ratio $\nu=0.25$ this lowers the deflection by 6 %, and shear, left out of the formula, adds back about 4 %. The formula also takes the root as rigidly clamped. On an elastic base of the same material the root rotates, and the tip moves about 0.40 nm, roughly a third more. At fixed load, doubling the height multiplies the deflection of the clamped formula by 16, to 4.8 nm. With the elastic base the factor is about 14 and the tip moves a little over 5 nm. Either value is more than the gap itself. Such a wall would close onto its neighbour. In the lattice gas the pull stays at 4.8 MPa down to a single layer, and that last layer resists removal with about 21 MPa, so whether the solids actually touch is not settled here. A calculation at fixed $H$ would no longer describe its drying. Even the stiffer wall calls for $H$ to be found together with the fluid profile. The numerical output follows.

## Computed values

```
rough critical temperature 430 K, used at 300 K
rough spacing 0.5 nm, rough psat 2200 Torr
slit: 4 layers, 2.0 nm, wall 0.9 eps
eps 24.70 meV, wall 22.23 meV, kT/eps 1.0465
bulk densities at saturation: 0.0846 and 0.9154 per site
isotherm: p/psat, mu/eps, mean density filling, drying
  0.60  -3.5346  0.0806  0.0806
  0.70  -3.3733  0.1033  0.8142
  0.80  -3.2335  0.1338  0.8728
  0.90  -3.1103  0.1844  0.8984
  1.00  -3.0000  0.9145  0.9145
filling branch ends: mu/eps -3.0497, p/psat 0.954, 2098 Torr
equilibrium: mu/eps -3.1834, p/psat 0.839, 1846 Torr
drying branch ends: mu/eps -3.4008, p/psat 0.682, 1500 Torr
hysteresis width 0.3511 eps = 8.67 meV
hysteresis width in pressure 598 Torr
vapour profile at equilibrium: [0.2202 0.0792 0.0792 0.2202]
liquid profile at equilibrium: [0.8857 0.8834 0.8834 0.8857]
common grand potential -0.433077 eps per lateral site
fillings N at equilibrium 0.5988 and 3.5383
loop: net area 1.1e-11 eps, upper lobe 0.1692 eps
loop extrema mu/eps -3.04970 and -3.40076
neutral walls: equilibrium mu/eps -3.000000
neutral walls: pore critical temperature 403 K
wall 0.7 eps, 4 layers: shift / Kelvin shift 1.114
wall 0.7 eps, 8 layers: shift / Kelvin shift 1.057
wall 0.7 eps, 32 layers: shift / Kelvin shift 1.014
open slit length 15 nm, mu resolved to 0.001 eps
open slit fills: mu/eps -3.0487, p/psat 0.955, 2100 Torr
open slit dries: mu/eps -3.1857, p/psat 0.837, 1842 Torr
edge energy 0.5997 eps per site = 29.63 meV/nm
nucleation: 1 um2, 1 s, 1e+12 /s per site
allowed barrier 42.8 kT, critical radius 11.9 nm
thermal filling: mu/eps -3.1748, p/psat 0.846, 1862 Torr
thermal drying: mu/eps -3.1920, p/psat 0.832, 1831 Torr
thermal width 0.424 meV, 4.88 % of mean-field width
Bethe bulk critical temperature, same eps: 354 K
lattice-gas saturation pressure 16866 Torr
lattice-gas p/psat at equilibrium 0.809
capillary tension at equilibrium 4.80 MPa
wall 10 nm thick, 50 nm high, 150 GPa
tip deflection of this wall 0.300 nm
```
